**Barrier to nucleation on a symmetric three-grain edge**

The program tests that the barrier vanishes when the grain-boundary energy $\gamma_b$ reaches $\sqrt3$ times the isotropic nucleus-matrix interface energy $\gamma$. Below that value the lens-shaped nucleus has the barrier $4v\gamma^3/g^2$, where $g$ is the bulk free energy gained per volume and $v$ is the nucleus volume divided by the cube of its cap radius. The program asserts that the formulas for volume and areas agree with quadrature over the common part of three balls, and that minimizing the surface cost at fixed volume reproduces the force balance. It also asserts that the outer area exceeds $\sqrt3$ times the removed boundary area for 300 random bodies, and that the corresponding inequality holds for triangular prisms with displaced boundaries. A slim lens comes close to this limit, with an area ratio of 1.7356 against $\sqrt3=1.7321$. For rough parameters of a C49 titanium disilicide film the output gives a threshold of 2.598 eV/nm² and, at $\gamma_b=2.4$ eV/nm², an edge barrier of 0.63 eV, against 12.7 eV on a flat boundary and 226 eV inside a grain. A 5% change of $\gamma$ moves the edge barrier to 0.045 or 2.2 eV, and a rough line energy shifts it by about 0.5 eV, so its value is far less certain than the ordering of the sites.

## Check in Python

```python
# Result under test: a nucleus on a symmetric three-grain edge has no barrier
# once the grain-boundary energy gamma_b reaches sqrt(3)*gamma, where gamma is
# the isotropic nucleus-matrix interface energy. Below that value the barrier is
#   4 v gamma^3 / g^2,  g = bulk free energy gained per volume,
#   v = nucleus volume / (cap radius)^3,  k = gamma_b/(2 gamma).
# The nucleus is the common part of three balls whose centres lie at distance
# "offset" (in cap radii) from the edge, 120 degrees apart.
# eps = 1 - gamma_b/(sqrt(3) gamma) measures the distance from the threshold.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

ROOT3 = np.sqrt(3.0)
rng = np.random.default_rng(7)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


POLAR, W_POLAR = gauss(0.0, np.pi / 2, 300)
AZIM, W_AZIM = gauss(-np.pi / 3, np.pi / 3, 40)


def exit_ray(polar, azimuth, offset):
    """Distance from the origin to the body surface, and normal.ray there."""
    b = np.array([offset * np.sin(polar) * np.cos(azimuth - 2*np.pi*i/3)
                  for i in range(3)])
    root = np.sqrt(b**2 + 1 - offset**2)
    distance = (1 - offset**2) / (root + b)
    first = np.argmin(distance, axis=0)[None]
    return (np.take_along_axis(distance, first, 0)[0],
            np.take_along_axis(root, first, 0)[0])


def measured_body(offset):
    """Volume, outer area, removed boundary area by quadrature, unit radius."""
    t, p = np.meshgrid(POLAR, AZIM, indexing="ij")
    weight = 6 * np.outer(W_POLAR * np.sin(POLAR), W_AZIM)
    rho, cosine = exit_ray(t, p, offset)
    edge_rho, _ = exit_ray(POLAR, np.full_like(POLAR, np.pi / 3), offset)
    return (np.sum(weight * rho**3) / 3, np.sum(weight * rho**2 / cosine),
            3 * np.sum(W_POLAR * edge_rho**2))


def volume_formula(k):
    psi = np.arccos((0.5 - k*k) / (1 - k*k))
    beta = np.arccos(k / np.sqrt(3 * (1 - k*k)))
    return (2*np.pi - 2*psi - 2*k*beta*(3 - k*k)
            + 2/ROOT3 * k*k * np.sqrt(1 - 4*k*k/3))


def edge_barrier(gamma, gamma_b, g):
    return 4 * volume_formula(gamma_b / (2*gamma)) * gamma**3 / g**2


# Volume, area and surface-cost identity against quadrature over the body
for k in (0.0, 0.3, 0.6, 0.8, 0.85):
    vol, area, removed = measured_body(2*k/ROOT3)
    psi = np.arccos((0.5 - k*k) / (1 - k*k))
    beta = np.arccos(k / np.sqrt(3*(1 - k*k)))
    segment = (1-k*k)*beta - k/ROOT3*np.sqrt(1 - 4*k*k/3)
    assert np.isclose(vol, volume_formula(k), rtol=1e-7)
    assert np.isclose(area, 3*(2*np.pi - 2*psi - 4*k*beta), rtol=1e-7)
    assert np.isclose(removed, 3*segment, rtol=1e-7)
    assert np.isclose(area - 2*k*removed, 3*vol, rtol=1e-7)

# Force balance: the best offset at fixed volume, found by minimization
for k in (0.5, 0.7, 0.8):
    def cost(offset):
        vol, area, removed = measured_body(offset)
        return (area - 2*k*removed) / vol**(2/3)
    best = minimize_scalar(cost, bounds=(0.2, 0.99), method="bounded",
                           options={"xatol": 1e-8}).x
    assert abs(best - 2*k/ROOT3) < 1e-4

# Balls with centres farther from the edge than their radius share no point
directions = np.array([[np.cos(a), np.sin(a), 0.0]
                       for a in 2*np.pi*np.arange(3)/3])
points = rng.normal(size=(20000, 3)) * rng.uniform(0, 1, (20000, 1))
far = np.linalg.norm(points[:, None] + 1.01*directions, axis=2).max(axis=1)
assert far.min() > 1.0

# Limiting law of the volume close to threshold, extrapolated to eps = 0
coef = [measured_body(1 - e)[0] / e**2.5 for e in (0.004, 0.002)]
limit_measured = 2*coef[1] - coef[0]
limit_formula = 16*np.sqrt(6)/5
assert abs(limit_measured/limit_formula - 1) < 1e-3

# Outer area >= sqrt(3) * removed boundary area, on random star-shaped bodies
t_nodes, t_weights = gauss(0, np.pi, 80)
p_nodes = 2*np.pi*np.arange(96)/96
T, P = np.meshgrid(t_nodes, p_nodes, indexing="ij")


def log_radius(t, p, c):
    s, z = np.sin(t), np.cos(t)
    return (c[0]*s*np.cos(p) + c[1]*s*np.sin(p) + c[2]*z + c[3]*z*z
            + c[4]*s**2*np.cos(2*p) + c[5]*s**3*np.cos(3*p))


smallest_ratio = np.inf
for _ in range(300):
    c = rng.normal(size=6) * np.array([.2, .2, .2, .8, .2, .3])
    h = 1e-5
    slope_t = (log_radius(T+h, P, c) - log_radius(T-h, P, c)) / (2*h)
    slope_p = (log_radius(T, P+h, c) - log_radius(T, P-h, c)) / (2*h)
    density = (np.exp(2*log_radius(T, P, c)) * np.sin(T)
               * np.sqrt(1 + slope_t**2 + (slope_p/np.sin(T))**2))
    outer = np.sum(t_weights[:, None] * density) * 2*np.pi/96
    lost = sum(0.5*np.sum(t_weights*np.exp(2*log_radius(t_nodes, a, c)))
               for a in (np.pi/3, np.pi, 5*np.pi/3))
    smallest_ratio = min(smallest_ratio, outer/lost)
assert smallest_ratio > ROOT3

# Same inequality with displaced boundaries, per length of triangular prisms
anchors = np.array([[np.cos(a), np.sin(a)]
                    for a in np.pi/3 + 2*np.pi*np.arange(3)/3])


def prism_cost(corners, ratio):
    sides = np.linalg.norm(corners - np.roll(corners, 1, axis=0), axis=1)
    left = np.linalg.norm(corners - anchors, axis=1)
    return sides.sum() + ratio*(left.sum() - 3)


for _ in range(3000):
    tri = rng.uniform(0, 0.4)*anchors + rng.normal(size=(3, 2))*0.05
    assert prism_cost(tri, ROOT3) > -1e-12
inradius = 0.05
assert np.isclose(prism_cost(2*inradius*anchors, 1.75),
                  6*inradius*(ROOT3 - 1.75), atol=1e-12)

# Sharpness: a closed lens has negative surface cost just above threshold
_, area, removed = measured_body(0.99)
lens_ratio = area/removed
assert ROOT3 < lens_ratio < 1.75

# At threshold itself, dilating ever slimmer lenses sends the maximum to zero
threshold_path = []
for e in (0.1, 0.03, 0.01):
    vol, area, removed = measured_body(1 - e)
    surface = area - ROOT3*removed
    top = -minimize_scalar(lambda r: vol*r**3 - surface*r**2,
                           bounds=(0, 4), method="bounded",
                           options={"xatol": 1e-10}).fun
    assert 0 < top < 4*volume_formula(ROOT3/2*(1 - e))
    threshold_path.append(top/(16*np.pi/3))
assert threshold_path[2] < 0.01*threshold_path[0]

# General lower bound eps^3 on the barrier relative to the homogeneous one
for k in np.linspace(0.01, 0.865, 150):
    assert 3*volume_formula(k)/(4*np.pi) > (1 - 2*k/ROOT3)**3

# Worked example: rough, round parameters of a C49 -> C54 TiSi2 film
gamma, gamma_b, g = 1.5, 2.4, 0.5          # eV/nm^2, eV/nm^2, eV/nm^3
temperature, film = 1000.0, 50.0           # K, nm
unit_volume = 0.042                        # nm^3 per TiSi2, rough
line_energy = 0.05                         # eV/nm, rough, same for all lines
shear_gpa, poisson, misfit = 100.0, 0.25, 0.005
k = gamma_b/(2*gamma)
eps = 1 - gamma_b/(ROOT3*gamma)
offset = 2*k/ROOT3
radius = 2*gamma/g
kT = const.k*temperature/const.e
homogeneous = 16*np.pi*gamma**3/(3*g**2)
barrier = edge_barrier(gamma, gamma_b, g)
vol, area, removed = measured_body(offset)
peak = minimize_scalar(lambda r: g*vol*r**3 - (gamma*area - gamma_b*removed)*r**2,
                       bounds=(0, 3*radius), method="bounded",
                       options={"xatol": 1e-9})
assert np.isclose(-peak.fun, barrier, rtol=1e-6)
assert np.isclose(peak.x, radius, rtol=1e-4)

# Nucleus on a flat boundary, from its measured volume and surface cost
face_factor = (2 - 3*k + k**3)/2
face_volume = 2*quad(lambda z: np.pi*(1 - z*z), k, 1)[0]
face_surface = (gamma*2*quad(lambda a: 2*np.pi*np.sin(a), 0, np.arccos(k))[0]
                - gamma_b*np.pi*(1 - k*k))
face_peak = -minimize_scalar(lambda r: g*face_volume*r**3 - face_surface*r**2,
                             bounds=(0, 3*radius), method="bounded",
                             options={"xatol": 1e-9}).fun
assert np.isclose(face_peak, face_factor*homogeneous, rtol=1e-6)

# Dimensions of the critical nucleus
half_length = radius*np.sqrt(1 - offset**2)
inner = radius*(1 - offset)
reach = radius*(np.sqrt(1 - k*k) - k/ROOT3)
assert np.isclose(exit_ray(np.array([0.0]), np.array([0.0]), offset)[0][0],
                  half_length/radius)
assert np.isclose(exit_ray(np.array([np.pi/2]), np.array([np.pi/3]),
                           offset)[0][0], reach/radius)

# Line energy: three new rims minus the piece of grain edge that is removed
rim = 2*radius*np.sqrt(1 - k*k)*np.arccos(k/np.sqrt(3*(1 - k*k)))
angles = np.linspace(0, np.pi, 20001)
rho, _ = exit_ray(angles, np.full_like(angles, np.pi/3), offset)
curve = radius*np.column_stack([rho*np.sin(angles), rho*np.cos(angles)])
assert np.isclose(np.linalg.norm(np.diff(curve, axis=0), axis=1).sum(),
                  rim, rtol=1e-5)
line_shift = line_energy*(3*rim - 2*half_length)

# Misfit strain energy per volume, checked on a sphere by energy minimization
shear = shear_gpa*1e9*1e-27/const.e
strain = 2*shear*(1 + poisson)/(1 - poisson)*misfit**2
bulk = 2*shear*(1 + poisson)/(3*(1 - 2*poisson))
outside = 3*quad(lambda x: shear*((-2/x**3)**2 + 2*(1/x**3)**2)*x*x,
                 1, np.inf)[0]
relaxed = minimize_scalar(lambda q: 4.5*bulk*(q - 1)**2 + outside*q*q).fun
assert np.isclose(relaxed*misfit**2, strain, rtol=1e-6)
strained_barrier = edge_barrier(gamma, gamma_b, g - strain)

print(f"interface energy gamma = {gamma:.2f} eV/nm^2")
print(f"grain-boundary energy gamma_b = {gamma_b:.2f} eV/nm^2")
print(f"driving free energy g = {g:.2f} eV/nm^3")
print(f"temperature = {temperature:.0f} K; kT = {kT:.4f} eV")
print(f"sqrt(3) = {ROOT3:.5f}; gamma_b/gamma = {gamma_b/gamma:.4f}")
print(f"edge threshold gamma_b = {ROOT3*gamma:.4f} eV/nm^2")
print(f"edge threshold, converted = {ROOT3*gamma/100:.6f} eV/angstrom^2")
print(f"flat-boundary threshold = {2*gamma:.2f} eV/nm^2")
print(f"k = {k:.4f}; eps = {eps:.5f}; offset d/r = {offset:.5f}")
print(f"contact angle theta = {np.degrees(np.arccos(k)):.2f} degrees")
print(f"critical cap radius = {radius:.3f} nm")
print(f"v from formula = {volume_formula(k):.7f}; by quadrature = {vol:.7f}")
print(f"outer area/r^2 = {area:.6f}; removed area/r^2 = {removed:.6f}")
print(f"edge factor f = {3*vol/(4*np.pi):.6f}; lower bound eps^3 = {eps**3:.6f}")
print(f"flat-boundary factor = {face_factor:.5f}")
print(f"homogeneous barrier = {homogeneous:.2f} eV")
print(f"flat-boundary barrier = {face_peak:.3f} eV")
print(f"edge barrier = {barrier:.4f} eV = {barrier/kT:.2f} kT")
print(f"Boltzmann factor of edge barrier = {np.exp(-barrier/kT):.3e}")
for value in (0.0, 1.0, 2.0, 2.3, 2.5, 2.59):
    print(f"gamma_b = {value:.2f} eV/nm^2: edge barrier = "
          f"{edge_barrier(gamma, value, g):.3e} eV")
print(f"limit of v/eps^2.5: quadrature {limit_measured:.4f}, "
      f"formula {limit_formula:.4f}")
print(f"leading-law edge barrier = {4*limit_formula*eps**2.5*gamma**3/g**2:.4f} eV")
print(f"smallest area ratio, random bodies = {smallest_ratio:.4f}")
print(f"area ratio of slim lens (eps = 0.01) = {lens_ratio:.5f}")
for e, top in zip((0.1, 0.03, 0.01), threshold_path):
    print(f"at threshold, lens eps = {e:.2f}: path maximum/homogeneous = {top:.3e}")
print(f"nucleus length along edge = {2*half_length:.3f} nm; film = {film:.0f} nm")
print(f"length/film thickness = {2*half_length/film:.4f}")
print(f"mid-plane inradius = {inner:.3f} nm; reach along boundary = {reach:.3f} nm")
print(f"nucleus volume = {vol*radius**3:.3f} nm^3")
print(f"rough volume per TiSi2 = {unit_volume:.3f} nm^3")
print(f"formula units in nucleus = {vol*radius**3/unit_volume:.0f}")
for change in (-0.05, 0.05):
    print(f"gamma changed by {100*change:+.0f} %: edge barrier = "
          f"{edge_barrier(gamma*(1+change), gamma_b, g):.4f} eV")
print(f"rough line energy = {line_energy:.2f} eV/nm; one rim = {rim:.3f} nm")
print(f"first-order line-energy shift = {line_shift:.3f} eV")
print(f"shear modulus = {shear_gpa:.0f} GPa; Poisson ratio = {poisson:.2f}")
print(f"linear misfit = {100*misfit:.2f} %; strain energy = {strain:.4f} eV/nm^3")
print(f"edge barrier with misfit strain = {strained_barrier:.4f} eV")
print("no test failed")
```

Output:

```
interface energy gamma = 1.50 eV/nm^2
grain-boundary energy gamma_b = 2.40 eV/nm^2
driving free energy g = 0.50 eV/nm^3
temperature = 1000 K; kT = 0.0862 eV
sqrt(3) = 1.73205; gamma_b/gamma = 1.6000
edge threshold gamma_b = 2.5981 eV/nm^2
edge threshold, converted = 0.025981 eV/angstrom^2
flat-boundary threshold = 3.00 eV/nm^2
k = 0.8000; eps = 0.07624; offset d/r = 0.92376
contact angle theta = 36.87 degrees
critical cap radius = 6.000 nm
v from formula = 0.0117568; by quadrature = 0.0117568
outer area/r^2 = 0.382454; removed area/r^2 = 0.216989
edge factor f = 0.002807; lower bound eps^3 = 0.000443
flat-boundary factor = 0.05600
homogeneous barrier = 226.19 eV
flat-boundary barrier = 12.667 eV
edge barrier = 0.6349 eV = 7.37 kT
Boltzmann factor of edge barrier = 6.315e-04
gamma_b = 0.00 eV/nm^2: edge barrier = 2.262e+02 eV
gamma_b = 1.00 eV/nm^2: edge barrier = 8.296e+01 eV
gamma_b = 2.00 eV/nm^2: edge barrier = 8.972e+00 eV
gamma_b = 2.30 eV/nm^2: edge barrier = 1.710e+00 eV
gamma_b = 2.50 eV/nm^2: edge barrier = 1.132e-01 eV
gamma_b = 2.59 eV/nm^2: edge barrier = 2.274e-04 eV
limit of v/eps^2.5: quadrature 7.8383, formula 7.8384
leading-law edge barrier = 0.6793 eV
smallest area ratio, random bodies = 2.0844
area ratio of slim lens (eps = 0.01) = 1.73559
at threshold, lens eps = 0.10: path maximum/homogeneous = 3.906e-05
at threshold, lens eps = 0.03: path maximum/homogeneous = 1.538e-06
at threshold, lens eps = 0.01: path maximum/homogeneous = 9.075e-08
nucleus length along edge = 4.596 nm; film = 50 nm
length/film thickness = 0.0919
mid-plane inradius = 0.457 nm; reach along boundary = 0.829 nm
nucleus volume = 2.539 nm^3
rough volume per TiSi2 = 0.042 nm^3
formula units in nucleus = 60
gamma changed by -5 %: edge barrier = 0.0448 eV
gamma changed by +5 %: edge barrier = 2.2162 eV
rough line energy = 0.05 eV/nm; one rim = 4.984 nm
first-order line-energy shift = 0.518 eV
shear modulus = 100 GPa; Poisson ratio = 0.25
linear misfit = 0.50 %; strain energy = 0.0520 eV/nm^3
edge barrier with misfit strain = 0.7908 eV
no test failed
```
